**Hard-sphere recoil spectrum and nuclear stopping**

For spheres that touch at centre distance $D$, the recoil energy $T$ of a target at rest has the flat spectrum $d\sigma/dT=\pi D^2/T_{\max}$ up to $T_{\max}=4M_1M_2E/(M_1+M_2)^2$, where $M_1$ and $E$ are the ion mass and energy and $M_2$ is the target mass. The stopping cross section is $S_n=\pi D^2T_{\max}/2$ and the second moment is $W=\pi D^2T_{\max}^2/3$. The program integrates Newton's equations with a stiff contact spring for two mass ratios and asserts the recoil energies, scattering angles, flat histogram and both moments. It also asserts the mean and variance of the loss in layers of randomly placed atoms, the Rutherford angle for a Coulomb potential, and the agreement of the quantum and classical hard-sphere stopping within 1% at large $kD$, with $k$ the wave number of relative motion. For 1 keV Zr in Zr the output gives $D=0.0798$ nm and $S_n=10.0$ eV nm². Full scattering in the ZBL potential gives 12.1 eV nm² and a spectrum weighted towards small recoil energies.

## Verification by program

```python
"""Hard-sphere nuclear energy loss.
Result under test: for spheres touching at centre distance D, the recoil
energy T of a target at rest is uniformly distributed on 0..Tmax, with
  dsigma/dT = pi D^2/Tmax,  Sn = pi D^2 Tmax/2,  W = pi D^2 Tmax^2/3,
  Tmax = 4 M1 M2 E/(M1+M2)^2.
M1, M2: projectile and target mass; E: projectile energy; b: impact parameter;
Sn, W: first and second moments of T over the cross section.
Example: Zr ions in Zr, energies in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn


def max_transfer(m1, m2, energy):
    return 4 * m1 * m2 * energy / (m1 + m2) ** 2


# ---- Newton's equations in the lab frame with a stiff contact spring ----
def spring_collision(m1, m2, b, softness):
    """D = 1, speed = 1; softness = sqrt(reduced mass / spring constant)."""
    stiffness = m1 * m2 / (m1 + m2) / softness ** 2

    def rhs(t, y):
        sep = y[0:2] - y[2:4]
        r = np.hypot(sep[0], sep[1])
        force = stiffness * max(1.0 - r, 0.0) * sep / r
        return np.concatenate((y[4:8], force / m1, -force / m2))

    start = [-np.sqrt(1 - b * b), b, 0, 0, 1, 0, 0, 0]
    sol = solve_ivp(rhs, (0, 4 * softness), start, method="DOP853",
                    rtol=1e-10, atol=1e-13, max_step=softness / 5)
    end = sol.y[:, -1]
    recoil = 0.5 * m2 * (end[6] ** 2 + end[7] ** 2)
    cos_theta = end[4] - end[6]
    return recoil, cos_theta


area_fraction = (np.arange(40) + 0.5) / 40      # equal areas: b^2/D^2
worst_dynamics = 0.0
for m1, m2 in ((1.0, 3.0), (3.0, 1.0)):
    top = max_transfer(m1, m2, 0.5 * m1)
    head_on = spring_collision(m1, m2, 0.0, 2e-4)[0]
    assert abs(head_on / top - 1) < 1e-6
    runs = np.array([spring_collision(m1, m2, np.sqrt(u), 2e-4)
                     for u in area_fraction])
    share = runs[:, 0] / top
    error = np.max(np.abs(share - (1 - area_fraction)))
    worst_dynamics = max(worst_dynamics, error)
    assert error < 1e-3                          # finite contact time
    assert np.max(np.abs((1 + runs[:, 1]) / 2 - area_fraction)) < 1e-3
    counts = np.histogram(share, bins=10, range=(0, 1))[0]
    assert np.all(counts == 4)                   # flat spectrum
    assert abs(np.mean(share) - 1 / 2) < 1e-3    # Sn/(pi D^2 Tmax)
    assert abs(np.mean(share ** 2) - 1 / 3) < 1e-3
hard_error, soft_error = [
    abs(spring_collision(1.0, 3.0, np.sqrt(0.5), s)[0]
        / max_transfer(1.0, 3.0, 0.5) - 0.5) for s in (2e-4, 2e-3)]
assert 5 < soft_error / hard_error < 20          # error vanishes with softness

# ---- random atoms in thin layers: mean and variance of the loss ----
rng = np.random.default_rng(7)
layers, atoms_per_box = 200000, 0.4              # box side 2 D, D = 1
atoms = int(layers * atoms_per_box)
layer_of_atom = rng.integers(0, layers, atoms)
b_squared = np.sum(rng.uniform(-1, 1, (atoms, 2)) ** 2, axis=1)
transfer = np.where(b_squared < 1, 1 - b_squared, 0.0)
loss = np.bincount(layer_of_atom, weights=transfer, minlength=layers)
areal_density = atoms_per_box / 4
mean_ratio = loss.mean() / (areal_density * np.pi / 2)
variance_ratio = loss.var() / (areal_density * np.pi / 3)
assert abs(mean_ratio - 1) < 0.03                # sampling noise about 0.5 %
assert abs(variance_ratio - 1) < 0.03

# ---- classical scattering in a general repulsive potential ----
def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


T_NODES, T_WEIGHTS = gauss(0, np.pi / 2, 100)


def deflection(b, e_cm, potential):
    r0 = brentq(lambda r: 1 - potential(r) / e_cm - (b / r) ** 2,
                1e-5, b + 1.0, xtol=1e-15, rtol=1e-14)
    u = np.cos(T_NODES)
    radial = 1 - potential(r0 / u) / e_cm - (b * u / r0) ** 2
    integral = np.sum(T_WEIGHTS * np.sin(T_NODES) / np.sqrt(radial))
    return np.pi - 2 * b / r0 * integral


for b in (0.003, 0.01, 0.05):                    # Coulomb: Rutherford angle
    theta = deflection(b, 500.0, lambda r: 10.0 / r)
    assert abs(theta - 2 * np.arctan(10.0 / (2 * 500.0 * b))) < 1e-7

# ---- example: Zr into Zr ----
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9
Z, mass_u, energy = 40, 91.224, 1000.0
lattice_a, lattice_c, threshold, temperature = 0.323, 0.515, 40.0, 300.0
density = 2 / (np.sqrt(3) / 2 * lattice_a ** 2 * lattice_c)
neighbour = min(lattice_a, np.sqrt(lattice_a ** 2 / 3 + lattice_c ** 2 / 4))
screening = 0.88534 * bohr / (2 * Z ** 0.23)


def zbl(r):
    x = r / screening
    phi = (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
           + 0.28022 * np.exp(-0.40290 * x) + 0.028171 * np.exp(-0.20162 * x))
    return hartree * bohr * Z * Z / r * phi


def contact_distance(e_lab):
    return brentq(lambda r: zbl(r) - e_lab / 2, 1e-3, 1.0)


def zbl_share(b, e_lab):
    return np.sin(deflection(b, e_lab / 2, zbl) / 2) ** 2


def zbl_moment(power, e_lab, lo=0.0, hi=0.6, n=120):
    bs, ws = gauss(lo, hi, n)
    recoil = np.array([zbl_share(b, e_lab) for b in bs]) * e_lab
    return np.sum(ws * 2 * np.pi * bs * recoil ** power)


def zbl_b_of_share(share, e_lab):
    if share >= 1:
        return 0.0
    return brentq(lambda b: zbl_share(b, e_lab) - share, 0.0, 0.6)


t_max = max_transfer(mass_u, mass_u, energy)
D = contact_distance(energy)
sigma = np.pi * D ** 2
s_hard = sigma * t_max / 2
w_hard = sigma * t_max ** 2 / 3
s_zbl = zbl_moment(1, energy)
w_zbl = zbl_moment(2, energy)
assert abs(zbl_moment(1, energy, n=70) / s_zbl - 1) < 1e-4

edges = [threshold / t_max, 0.25, 0.5, 0.75, 1.0]
b_edges = [zbl_b_of_share(x, energy) for x in edges]
bin_ratio = [np.pi * (b_edges[i] ** 2 - b_edges[i + 1] ** 2)
             / (sigma * (edges[i + 1] - edges[i])) for i in range(4)]
assert bin_ratio[0] > bin_ratio[-1]              # soft potential favours small T
sigma_above_zbl = np.pi * b_edges[0] ** 2
mean_above_zbl = zbl_moment(1, energy, hi=b_edges[0]) / sigma_above_zbl
distant_share = zbl_moment(1, energy, lo=neighbour / 2) / s_zbl

# electronic stopping (Lindhard-Scharff), evaluated in atomic units
mass_au = mass_u * const.atomic_mass / const.electron_mass
speed_au = np.sqrt(2 * energy / hartree / mass_au)
s_electronic = (8 * np.pi * Z ** (7 / 6) * Z / (2 * Z ** (2 / 3)) ** 1.5
                * speed_au) * hartree * bohr ** 2
thermal_ev = const.k * temperature / const.e
thermal_speed_ratio = np.sqrt(thermal_ev / (2 * energy))

# quantum hard sphere: energy-weighted cross section from partial waves
k_au = mass_au / 2 * speed_au
kd = k_au * D / bohr
ell = np.arange(int(kd + 8 * kd ** (1 / 3)))
phase = np.arctan(spherical_jn(ell, kd) / spherical_yn(ell, kd))
transport = 4 / kd ** 2 * np.sum((ell[:-1] + 1) * np.sin(np.diff(phase)) ** 2)
total = 4 / kd ** 2 * np.sum((2 * ell + 1) * np.sin(phase) ** 2)
assert abs(transport - 1) < 0.01                 # in units of pi D^2
assert abs(total - 2) < 0.05                     # includes forward diffraction

print("TESTS")
print(f"largest error of T/Tmax, stiff-spring dynamics: {worst_dynamics:.1e}")
print(f"error ratio, spring 10 times softer: {soft_error / hard_error:.2f}")
print(f"random layers, mean loss / formula: {mean_ratio:.4f}")
print(f"random layers, variance / formula: {variance_ratio:.4f}")
print("EXAMPLE INPUTS: Zr into Zr")
print(f"atomic number: {Z}, mass: {mass_u} u")
print(f"ion energy E: {energy:.0f} eV, centre-of-mass: {energy / 2:.0f} eV")
print(f"lattice constants a, c (rough): {lattice_a}, {lattice_c} nm")
print(f"displacement threshold (rough): {threshold:.0f} eV")
print(f"ZBL screening length: {screening:.5f} nm")
print("HARD-SPHERE RESULTS")
print(f"atomic density n: {density:.2f} nm^-3")
print(f"collision diameter D: {D:.5f} nm")
print(f"cross section pi D^2: {sigma:.5f} nm^2")
print(f"Tmax: {t_max:.1f} eV")
print(f"spectral height pi D^2/Tmax: {sigma / t_max:.4e} nm^2/eV")
print(f"mean T per collision: {t_max / 2:.1f} eV")
print(f"standard deviation of T: {t_max / np.sqrt(12):.1f} eV")
print(f"Sn: {s_hard:.3f} eV nm^2")
print(f"Sn in atomic units: {s_hard / hartree / bohr ** 2:.1f} hartree bohr^2")
print(f"W: {w_hard:.1f} eV^2 nm^2")
print(f"mean free path 1/(n pi D^2): {1 / (density * sigma):.3f} nm")
print(f"initial mean loss rate n Sn: {density * s_hard:.1f} eV/nm")
print(f"share of recoils above threshold: {1 - threshold / t_max:.3f}")
print(f"mean recoil above threshold: {(threshold + t_max) / 2:.1f} eV")
print("SOFT POTENTIAL (ZBL) FOR COMPARISON")
print(f"Sn: {s_zbl:.3f} eV nm^2, hard/ZBL: {s_hard / s_zbl:.3f}")
print(f"W: {w_zbl:.1f} eV^2 nm^2, hard/ZBL: {w_hard / w_zbl:.3f}")
for i in range(4):
    print(f"ZBL/hard spectrum, T/Tmax {edges[i]:.2f} to {edges[i + 1]:.2f}:"
          f" {bin_ratio[i]:.3f}")
print(f"cross section above threshold, ZBL: {sigma_above_zbl:.5f} nm^2")
print(f"same, hard sphere: {sigma * (1 - threshold / t_max):.5f} nm^2")
print(f"mean recoil above threshold, ZBL: {mean_above_zbl:.1f} eV")
for e_lab in (500.0, 2000.0):
    d_e = contact_distance(e_lab)
    hard_e = np.pi * d_e ** 2 * max_transfer(mass_u, mass_u, e_lab) / 2
    print(f"E = {e_lab:.0f} eV: D = {d_e:.5f} nm, Sn hard = {hard_e:.3f},"
          f" ZBL = {zbl_moment(1, e_lab):.3f} eV nm^2")
print("OTHER NEGLECTED EFFECTS")
print(f"electronic stopping (Lindhard-Scharff): {s_electronic:.3f} eV nm^2")
print(f"electronic / hard-sphere nuclear: {s_electronic / s_hard:.3f}")
print(f"half nearest-neighbour distance: {neighbour / 2:.4f} nm")
print(f"share of ZBL Sn from b beyond it: {distant_share:.2e}")
print(f"thermal speed / ion speed at {temperature:.0f} K:"
      f" {thermal_speed_ratio:.4f}")
print(f"wave number times diameter kD: {kd:.0f}")
print(f"quantum Sn / classical Sn, minus 1: {transport - 1:.1e}")
print(f"quantum total cross section / (pi D^2): {total:.4f}")
print("all good")
```

Running it gives:

```
TESTS
largest error of T/Tmax, stiff-spring dynamics: 2.4e-04
error ratio, spring 10 times softer: 10.01
random layers, mean loss / formula: 1.0052
random layers, variance / formula: 1.0088
EXAMPLE INPUTS: Zr into Zr
atomic number: 40, mass: 91.224 u
ion energy E: 1000 eV, centre-of-mass: 500 eV
lattice constants a, c (rough): 0.323, 0.515 nm
displacement threshold (rough): 40 eV
ZBL screening length: 0.01003 nm
HARD-SPHERE RESULTS
atomic density n: 42.98 nm^-3
collision diameter D: 0.07977 nm
cross section pi D^2: 0.01999 nm^2
Tmax: 1000.0 eV
spectral height pi D^2/Tmax: 1.9992e-05 nm^2/eV
mean T per collision: 500.0 eV
standard deviation of T: 288.7 eV
Sn: 9.996 eV nm^2
Sn in atomic units: 131.2 hartree bohr^2
W: 6664.1 eV^2 nm^2
mean free path 1/(n pi D^2): 1.164 nm
initial mean loss rate n Sn: 429.7 eV/nm
share of recoils above threshold: 0.960
mean recoil above threshold: 520.0 eV
SOFT POTENTIAL (ZBL) FOR COMPARISON
Sn: 12.070 eV nm^2, hard/ZBL: 0.828
W: 5867.6 eV^2 nm^2, hard/ZBL: 1.136
ZBL/hard spectrum, T/Tmax 0.04 to 0.25: 5.604
ZBL/hard spectrum, T/Tmax 0.25 to 0.50: 1.660
ZBL/hard spectrum, T/Tmax 0.50 to 0.75: 0.950
ZBL/hard spectrum, T/Tmax 0.75 to 1.00: 0.666
cross section above threshold, ZBL: 0.03990 nm^2
same, hard sphere: 0.01919 nm^2
mean recoil above threshold, ZBL: 287.1 eV
E = 500 eV: D = 0.09521 nm, Sn hard = 7.120, ZBL = 8.437 eV nm^2
E = 2000 eV: D = 0.06575 nm, Sn hard = 13.579, ZBL = 16.769 eV nm^2
OTHER NEGLECTED EFFECTS
electronic stopping (Lindhard-Scharff): 1.053 eV nm^2
electronic / hard-sphere nuclear: 0.105
half nearest-neighbour distance: 0.1590 nm
share of ZBL Sn from b beyond it: 5.59e-03
thermal speed / ion speed at 300 K: 0.0036
wave number times diameter kD: 2635
quantum Sn / classical Sn, minus 1: 9.3e-05
quantum total cross section / (pi D^2): 2.0104
all good
```
